# Is the intrinsic reaction coordinate the average path of hot molecules?

## Question

I am studying how a methyl-sized ligand changes position around the metal atom of a deposition precursor at about 500 K. I have located the saddle point and followed the intrinsic reaction coordinate (IRC) down to the product side.

I have been treating the IRC as the average motion at process temperature. Individual molecules vibrate about it, but I assumed that their displacements cancel when many trajectories are averaged. Is that right? If it isn't, what moves the molecules away, and how large is the effect?

## Answer

No, not in general. The IRC is a property of the potential energy surface and the atomic masses. It contains neither temperature nor speed. Vibrations may cancel in an average, but a systematic displacement caused by momentum does not. Even where a mean displacement is zero, most molecules may be far from the IRC.

### What is being compared

In mass-weighted coordinates $\mathbf X$, with arc length $s$, the IRC is the steepest-descent curve leaving a saddle:

$$\frac{d\mathbf X}{ds}=-\frac{\nabla V}{|\nabla V|}.$$

Below, one particle of mass $m$ moves around a fixed centre. Mass weighting then multiplies every coordinate by the same $\sqrt m$, so the path has the same shape in ordinary coordinates.

The word "average" also needs a definition. Molecules leave the saddle at different times. If points on a circular arc of radius $R$ are averaged at one instant, their mean lies inside the arc merely because their angles differ. I therefore average over position: each molecule's displacement is recorded when it first crosses a given surface transverse to the IRC.

The molecules start from classical thermal flux through the saddle surface. Faster molecules cross more often, so the forward speed $v$ has weight $v\,e^{-mv^2/2k_BT}dv$. With $E_s=mv^2/2$, $v\,dv$ is proportional to $dE_s$, and

$$\langle E_s\rangle=\frac{\int_0^\infty E_s e^{-E_s/k_BT}dE_s}{\int_0^\infty e^{-E_s/k_BT}dE_s}=k_BT.$$

### Why a moving molecule leaves a curved IRC

Let $\mathbf t$ be the unit tangent to a trajectory, $\mathbf n$ its unit normal and $\kappa$ its curvature. The acceleration is $\dot v\,\mathbf t+\kappa v^2\mathbf n$, so the normal part of Newton's law is

$$m\kappa v^2=\mathbf F\cdot\mathbf n.$$

On the IRC the force is parallel to the path and has no normal component. A molecule moving along the tangent therefore has $\kappa=0$ at that instant. If the IRC bends there, the two curves part. On a straight section this particular conflict is absent.

Friction changes the result. With a common damping rate $\gamma$,

$$m\ddot{\mathbf x}=-\nabla V-m\gamma\dot{\mathbf x}.$$

When damping is strong, inertia is negligible after a short transient, and $\dot{\mathbf x}\approx-\nabla V/(m\gamma)$. The velocity then points along steepest descent. The IRC thus describes motion whose momentum is continually removed, without thermal noise.

### A model with a known IRC

Use cylindrical coordinates $r,\theta,z$, and let $q=r-R$:

$$V=D\cos^2\theta+\tfrac12kq^2+\tfrac12c_0(1-b\sin\theta)z^2+\tfrac14hz^4.$$

The first term supplies the energy drop, the second is a bond stretch, and $z$ is another vibrational mode. The gradient components are

$$\frac{\partial V}{\partial r}=kq,\qquad
\frac{\partial V}{\partial z}=c_0(1-b\sin\theta)z+hz^3,$$

$$\frac1r\frac{\partial V}{\partial\theta}=-\frac{D\sin2\theta}{r}-\frac{c_0b\cos\theta\,z^2}{2r}.$$

At $q=z=0$ only the tangential component remains, so steepest descent follows the arc $r=R$. At $\theta=0$ the second derivative with respect to $\theta$ is $-2D$, while those for $q$ and $z$ are $k$ and $c_0$. This is a saddle with one unstable direction. The IRC runs from there to $\theta=90^\circ$, and $V$ falls by $D$.

I take $R=2$ Å, $D=1$ eV, $k=10$ eV/Å$^2$, $c_0=1$ eV/Å$^2$, $h=1$ eV/Å$^4$ and $m=15$ u. At 500 K, $k_BT=0.0431$ eV. The coupling $b$ is either 0 or 2.

### Momentum produces an outward shift

Let $v_t=r\dot\theta$ be the tangential speed. The radial equation is $m(\ddot r-r\dot\theta^2)=-kq$, or

$$m\ddot q=\frac{mv_t^2}{r}-kq.$$

If the bond responds quickly, $m\ddot q$ can be neglected. If also $q\ll R$, then $r\approx R$ and

$$q\approx\frac{mv_t^2}{kR}.$$

For $b=0$, and neglecting energy transferred to the stretch, the kinetic energy is its initial value plus the potential drop:

$$\tfrac12mv_t^2\approx E_s+D-D\cos^2\theta=E_s+D\sin^2\theta.$$

Hence

$$q(\theta)\approx\frac{2(E_s+D\sin^2\theta)}{kR}.$$

Initial stretching displacements of either sign are equally likely, so their free oscillations cancel to leading order. The centrifugal term has one sign and survives.

At $90^\circ$, setting $E_s$ to its mean $k_BT$ gives

$$q\approx\frac{2(1+0.0431)}{10\times2}\ \text{Å}=0.104\ \text{Å}.$$

An ensemble of 10,000 trajectories with $b=0$ has a mean shift of 0.100 Å. The standard error of this and the other radial ensemble means is about 0.0006 Å, so their last digit can move by one with better sampling (here to 0.101 Å). The thermal rms width of the stretch at the saddle is $\sqrt{k_BT/k}=0.066$ Å, so the mean displacement exceeds the vibrational width there.

The estimate is less good earlier. At $30^\circ$ and $60^\circ$ it gives 0.029 and 0.079 Å, whereas the ensemble gives 0.021 and 0.071 Å. It omits radial inertia, energy stored in the stretch, and the change from $R$ to $r$. It also assumes an initial shift of $2k_BT/(kR)$, although the sampled mean starts at zero. I have not separated these contributions.

Cooling does not remove the effect. As $E_s\to0$, the estimate tends to $2D/(kR)=0.100$ Å. A trajectory started on the IRC with only 0.001 eV reaches $90^\circ$ with a shift of 0.101 Å. The momentum comes mainly from the descent.

The close agreement at $90^\circ$ can be traced for a slow start. Define $q_0=2D/(kR)$ and

$$\epsilon=\frac{q_0}{R}=\frac{2D}{kR^2}=0.05.$$

Three first-order corrections enter:

1. The stretch stores $kq_0^2/2$, so $mv_t^2\approx2D-kq_0^2=2D(1-\epsilon)$.
2. The larger radius gives $1/r\approx(1-\epsilon)/R$.
3. To leading order $q=q_0\sin^2\theta$ and $\dot\theta=\omega_b\sin\theta$, with $\omega_b^2=2D/(mR^2)$. Differentiating twice gives $\ddot q=2q_0\omega_b^2(2\sin^2\theta\cos^2\theta-\sin^4\theta)$. At $90^\circ$ this is $-2q_0\omega_b^2$. Since $q=mv_t^2/(kr)-m\ddot q/k$ and $m\omega_b^2/k=\epsilon$, inertia adds $2\epsilon q_0$.

The sum is $q_0(1-\epsilon-\epsilon+2\epsilon)=q_0$, so the first-order corrections cancel at this point. The trajectory's shift is 1.011 times the centrifugal estimate. When $k$ is raised to 40 and 160 eV/Å$^2$, with the other settings fixed, the ratio is 1.000 in both cases to three decimals. The 0.001 eV start adds a small free oscillation of relative size up to 0.001; for a vanishing start energy the ratios at $k=10$, 40 and 160 eV/Å$^2$ are 1.011, 1.0008 and 1.00004, a remainder of order $\epsilon^2$.

Strong friction removes the shift. At $45^\circ$, a trajectory started with 0.001 eV is displaced by 0.045 Å without friction, but by 0.0002 Å with $\gamma=0.2$ fs$^{-1}$.

### This is not the equilibrium displacement

For an equilibrium population in the plane, the area element is $r\,dr\,d\theta$. There is more area outside the arc than inside it. Let $\langle\cdots\rangle_0$ denote an average with weight $e^{-kq^2/2k_BT}dq$. When the width is much less than $R$, the integration limits can be extended to infinity, and

$$\langle q\rangle=\frac{\langle q(R+q)\rangle_0}{\langle R+q\rangle_0}
=\frac{\langle q^2\rangle_0}{R}=\frac{k_BT}{kR}.$$

Here $\langle q\rangle_0=0$ and $\langle q^2\rangle_0=k_BT/k$ were used. The result is 0.0022 Å, and a direct sum over a Cartesian grid gives the same value.

This is an entropic displacement off the IRC, but it is about 47 times smaller than the shift of molecules arriving from the saddle. Those molecules still carry the energy released in the descent.

The type of average matters here too. Equilibrium flux through a surface of fixed $\theta$ counts $dr$, not $r\,dr$, so its mean $q$ is zero in this harmonic valley. Neither equilibrium average reproduces the 0.100 Å shift.

### Entropy also moves the bottleneck

Now set $b=2$. The $z$ valley becomes wider toward the product, which gives molecules more room there. Collect the $z$-dependent terms in $V_z$ and integrate over them:

$$F(\theta)=D\cos^2\theta-k_BT\ln\int e^{-V_z/k_BT}\,dz.$$

The radial integral does not depend on $\theta$ and only adds a constant. Differentiating the logarithm produces the thermal mean of $\partial V_z/\partial\theta$:

$$\frac{dF}{d\theta}=-2D\sin\theta\cos\theta-\tfrac12c_0b\cos\theta\,\langle z^2\rangle.$$

At the maximum near the saddle $\cos\theta\ne0$, so it can be divided out:

$$\sin\theta^*=-\frac{bc_0\langle z^2\rangle}{4D}.$$

The negative sign places the bottleneck on the tighter, reactant side. If the quartic term is neglected, $\langle z^2\rangle=k_BT/[c_0(1-b\sin\theta^*)]$, and therefore

$$\sin\theta^*(1-b\sin\theta^*)=-\frac{bk_BT}{4D}.$$

For $D=1$ eV, this harmonic formula puts the bottleneck at $-0.041$ Å along the arc. The full $z$ integral gives $-0.038$ Å. The free energy there is only 0.37 meV above its value at the saddle.

If $D$ is reduced to 0.1 eV with the other parameters fixed, the full result becomes $-0.31$ Å, with a rise of 2.9 meV. In transition-state theory, moving the dividing surface there multiplies the rate by $e^{-2.9/43.1}=0.93$. This is an upper bound on the classical factor, because some molecules still recross the moved surface; trajectories give about 0.90. Entropy can thus move the bottleneck noticeably on a low, flat barrier while changing the rate modestly.

The trajectories show a related effect at $D=1$ eV. Of the forward flux through the saddle surface, 1.7% came from the product side, turned around and crossed back. This is possible because the tangential force contains $c_0b\cos\theta\,z^2/(2r)$, which pushes toward the product when $z$ is large. I removed these molecules from the coupled ensemble because they had not come from the reactant.

### Another mode can turn the valley into a ridge

On the IRC, the curvature in $z$ is

$$\left.\frac{\partial^2V}{\partial z^2}\right|_{z=0}=c_0(1-b\sin\theta).$$

For $b=2$ it vanishes at $\sin\theta=1/2$, or $30^\circ$. Beyond that angle the IRC follows a ridge. For small $z$, $m\ddot z=-c_0(1-b\sin\theta)z$, so the force now increases a displacement instead of restoring it.

The endpoint of this IRC is itself a saddle. At $\theta=90^\circ$, $V_z=-c_0z^2/2+hz^4/4$. Setting its derivative to zero gives minima at $z=\pm\sqrt{c_0/h}=\pm1$ Å, which lie $c_0^2/(4h)=0.25$ eV below the endpoint. Steepest descent started with $z=0$ chooses neither well.

The ensemble spreads as follows. The saddle value is for the whole forward flux, before the 1.7% from the product side were removed; the other rows are for the molecules that remain:

| Position | rms $z$ for $b=2$ |
|---|---:|
| Saddle | 0.20 Å |
| $30^\circ$ | 0.25 Å |
| $60^\circ$ | 0.36 Å |
| $90^\circ$ | 0.56 Å |

With $b=0$ and the whole forward flux as the starting set, the rms value at $90^\circ$ remains 0.20 Å. The coupling therefore causes the spreading.

Because $V$ and the initial distribution are symmetric under $z\to-z$, the ensemble mean of $z$ must be zero. The finite sample gives $-0.010\pm0.006$ Å, where the uncertainty is one standard error. Yet the fraction of molecules with $|z|<0.2$ Å falls from 68% at the saddle (whole forward flux) to 22% at $90^\circ$ (remaining molecules). In this coordinate the mean stays on the IRC while most molecules do not.

The radial shift at $90^\circ$ is also somewhat larger with coupling: 0.109 Å instead of 0.100 Å. The sign is as expected, since the extra tangential force accelerates molecules toward the product.

### How this relates to a real precursor

A metal–carbon distance near 2 Å and a process temperature near 500 K are reasonable rough values for metal-alkyl deposition. The stiffness has the order expected for a metal–carbon stretch. The smooth half-turn from one side of a fixed metal atom to the other, the 1 eV drop and the $z$ coupling are model choices, not a computed precursor mechanism. The 0.10 Å shift is therefore an indication of scale, not a prediction for a named molecule.

The largest correction that I sized is bond anharmonicity. For a Morse stretch with the same $k$ and a rough range parameter $\alpha=1.5$ Å$^{-1}$, static balance against the force $2D/R=1$ eV/Å reads

$$\frac{k}{\alpha}\left(e^{-\alpha q}-e^{-2\alpha q}\right)=\frac{2D}{R}.$$

With $u=e^{-\alpha q}$ this becomes $u-u^2=0.15$. The root connected to the unstretched bond is $u=(1+\sqrt{0.4})/2=0.816$, so $q=-\ln u/\alpha=0.135$ Å. The harmonic value is 0.100 Å, so the softer bond increases the static shift by 35%. In a thermal ensemble the increase is larger, because vibrations in an anharmonic well no longer cancel: the mean is already 0.010 Å at the saddle and about 0.15 Å at $90^\circ$.

Energy loss acts the other way. For a trajectory starting with $E_s=k_BT$, velocity damping with a 1 ps time constant lowers the shift from 0.104 to 0.095 Å. A real ligand may lose energy faster or slower. Gas collisions are too rare to help: a trajectory starting with $E_s=k_BT$ reaches $90^\circ$ in about 170 fs, while the estimated collision time is about 84 ns at 1 Torr, assuming a gas of mass 28 u and a cross-section of 1 nm$^2$.

Quantum statistics would widen the harmonic radial distribution by 6% and the $z$ distribution at the saddle by 0.6%. The Wigner estimate changes the rate by 0.3% through tunnelling. These small values belong to this heavy ligand and smooth barrier; they should not be carried over to hydrogen transfer.

### What you can use the IRC for

Your IRC still shows how the saddle is connected by steepest descent, and it provides a reference path for rate calculations. Check the curvature at its endpoint and along the way, because, as here, it may end at another saddle.

It can be close to the mean path when it is nearly straight and the valley is symmetric, or when friction removes momentum quickly. For a bend like this one, compare $2(D+k_BT)/(kR)$ with the thermal width $\sqrt{k_BT/k}$. If the first is not much smaller, the shift caused by momentum is noticeable against the thermal spread. This estimate assumes that the stretch responds quickly and that the ligand loses little energy on the way. If a transverse curvature becomes negative, examine the whole distribution, not just its mean.

For timing, energy disposal or branching between products, run trajectories from a thermal flux ensemble at the bottleneck. The numerical output below gives the values for this model in more detail.

## Values computed for the example and the checks

```
Ligand mass: 15.0 u
Temperature: 500 K
Thermal energy kT: 0.04309 eV
Arc radius R: 2.0 angstrom
Energy drop D: 1.0 eV
Radial stiffness k: 10.0 eV/angstrom^2
z stiffness at saddle c0: 1.0 eV/angstrom^2
z coupling b: 2.0 (dimensionless)
z quartic constant h: 1.0 eV/angstrom^4
IRC final distance from arc: 3.6e-10 angstrom
Initial departure / straight-line value: 0.9899
Shift / centrifugal estimate, k=10 eV/angstrom^2: 1.0114
Shift / centrifugal estimate, k=40 eV/angstrom^2: 0.9999
Shift / centrifugal estimate, k=160 eV/angstrom^2: 0.9997
Slow-start outward shift at 90 deg: 0.1012 angstrom
Free outward shift at 45 deg: 0.04490 angstrom
Strong-friction shift at 45 deg: 0.00020 angstrom
Equilibrium mean shift, grid sum: 0.00215 angstrom
Equilibrium mean shift, formula: 0.00215 angstrom
Thermal-flux shift estimate at 90 deg: 0.1043 angstrom
Ensemble mean shift, b=0, 30 deg: 0.0210 angstrom
Ensemble mean shift, b=0, 60 deg: 0.0711 angstrom
Ensemble mean shift, b=0, 90 deg: 0.1004 angstrom
Ensemble mean shift, b=2, 90 deg: 0.1090 angstrom
Standard error of that mean: 0.00064 angstrom
Bottleneck position, D=1.0 eV: -0.0376 angstrom
Harmonic bottleneck, D=1.0 eV: -0.0414 angstrom
Free-energy rise over saddle, D=1.0 eV: 0.365 meV
Bottleneck position, D=0.1 eV: -0.3096 angstrom
Harmonic bottleneck, D=0.1 eV: -0.3266 angstrom
Free-energy rise over saddle, D=0.1 eV: 2.948 meV
Saddle flux originating from product: 1.69 %
Valley-to-ridge angle: 30.00 deg
rms z at saddle: 0.1968 angstrom
rms z at 90 deg, b=0: 0.1971 angstrom
rms z at 30 deg, b=2: 0.2487 angstrom
rms z at 60 deg, b=2: 0.3566 angstrom
rms z at 90 deg, b=2: 0.5620 angstrom
Mean z at 90 deg, b=2: -0.0099 angstrom
Standard error of mean z: 0.0057 angstrom
Within 0.2 angstrom in z at saddle: 68.3 %
Within 0.2 angstrom in z at 90 deg, b=0: 68.6 %
Within 0.2 angstrom in z at 90 deg, b=2: 21.6 %
Quantum/classical radial rms width: 1.0593
Quantum/classical z rms width at saddle: 1.0062
Wigner tunnelling factor: 1.0031
Rough Morse range parameter: 1.5 1/angstrom
Static shift with Morse bond: 0.1354 angstrom
Static shift with harmonic bond: 0.1000 angstrom
Shift from kT start, no energy loss: 0.1038 angstrom
Shift from kT start, 1 ps velocity damping: 0.0947 angstrom
Passage time from kT start: 168.1 fs
Rough gas collision time at 1 Torr: 84.2 ns
```
